# Second-order single-excitation energy for a Kohn-Sham reference

## What is lost when the singles are left out

A correlation energy computed from pair excitations alone is incomplete at second order when the orbitals come from a Kohn-Sham calculation, unless the Hartree-Fock operator has no elements between occupied and virtual orbitals, for instance by symmetry. For LiH with PBE orbitals, treated below in a small basis, the missing part is $-0.0028$ hartree out of a second-order energy of $-0.0299$ hartree, or 9.4 percent. The share depends on the basis, because the pair part grows with it while the singles change little: cc-pVDZ gives $-0.0025$ out of $-0.0442$ hartree (5.6 percent) and cc-pVTZ $-0.0029$ out of $-0.0669$ hartree (4.4 percent). A code written for Hartree-Fock orbitals gives no warning, because there the missing part is zero by Brillouin's theorem.

There is a second way to lose it. The missing term contains occupied-virtual elements of "the Fock matrix". If the program supplies the Kohn-Sham matrix under that name, every element vanishes and the correction is again zero. The matrix required is the Hartree-Fock operator evaluated with the Kohn-Sham orbitals.

For a closed shell with real orbitals the result is

$$E_{\rm SE}=-2\sum_{ia}\frac{f_{ia}^2}{\varepsilon_a-\varepsilon_i},\qquad \mathbf f=\mathbf C^T\left[\mathbf h+\mathbf J(\mathbf D)-\tfrac12\mathbf K(\mathbf D)\right]\mathbf C .$$

Here $i$ is an occupied and $a$ a virtual spatial orbital, $\varepsilon$ are Kohn-Sham eigenvalues, $\mathbf C$ holds the Kohn-Sham orbital coefficients, and $\mathbf h$ is the kinetic energy plus nuclear attraction. The density matrix is $D_{\mu\nu}=2\sum_i C_{\mu i}C_{\nu i}$, with $J_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma}$ and $K_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)D_{\lambda\sigma}$.

## Partition of the Hamiltonian

Hartree atomic units are used. Until the spin sum is carried out, $i,j$ label occupied spin orbitals, $a,b$ virtual ones, and $p,q,r,s$ any. The orbitals are orthonormal eigenfunctions of

$$h_{\rm KS}=h+v_{\rm H}+v_{xc},\qquad h_{\rm KS}\varphi_p=\varepsilon_p\varphi_p ,$$

and $\Phi$ is the determinant of the $N$ lowest. In a finite basis these are matrix equations, and all operators are projected onto the basis. With

$$\langle pq|rs\rangle=\iint\frac{\varphi_p^*(1)\varphi_q^*(2)\,\varphi_r(1)\varphi_s(2)}{r_{12}}\,d1\,d2 ,$$

the electronic Hamiltonian, without the constant nuclear repulsion, is

$$H=\sum_{pq}h_{pq}c_p^\dagger c_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle c_p^\dagger c_q^\dagger c_sc_r .$$

Write $H=H_0+V$ with $H_0=\sum_p\varepsilon_pc_p^\dagger c_p$. Every determinant $\Phi_n$ of Kohn-Sham orbitals is an eigenstate of $H_0$, and its eigenvalue $E_n$ is the sum of its occupied $\varepsilon_p$. The eigenvalue of $\Phi$ itself is $E_0$. All gaps $\varepsilon_a-\varepsilon_i$ are assumed positive, so $\Phi$ is the nondegenerate ground state of $H_0$.

## Second-order energy

Insert $\Psi=\Phi+\lambda\Psi_1+\lambda^2\Psi_2+\dots$ and $E=E_0+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots$ into $(H_0+\lambda V)\Psi=E\Psi$, with the normalization $\langle\Phi|\Psi_k\rangle=0$ for $k\ge1$. The first and second powers of $\lambda$ give

$$(H_0-E_0)\Psi_1=(E^{(1)}-V)\Phi,$$
$$(H_0-E_0)\Psi_2=(E^{(1)}-V)\Psi_1+E^{(2)}\Phi .$$

Project both on $\Phi$. The left sides vanish because $H_0\Phi=E_0\Phi$, and $\langle\Phi|\Psi_1\rangle=0$, so

$$E^{(1)}=\langle\Phi|V|\Phi\rangle,\qquad E^{(2)}=\langle\Phi|V|\Psi_1\rangle .$$

Project the first equation on another determinant $\Phi_n$:

$$(E_n-E_0)\langle\Phi_n|\Psi_1\rangle=-\langle\Phi_n|V|\Phi\rangle .$$

Expanding $\Psi_1$ in the $\Phi_n$ then gives

$$E^{(2)}=-\sum_{n\neq0}\frac{|\langle\Phi_n|V|\Phi\rangle|^2}{E_n-E_0}. \tag{1}$$

Two consequences matter for an implementation. First,

$$E_0+E^{(1)}=\langle\Phi|H_0+V|\Phi\rangle=\langle\Phi|H|\Phi\rangle .$$

The energy to which $E^{(2)}$ is added is therefore the Hartree-Fock energy functional evaluated with Kohn-Sham orbitals. It is not the Kohn-Sham total energy, which contains the exchange-correlation functional in place of the exchange energy of $\Phi$. Second, $\langle\Phi_n|H_0|\Phi\rangle=0$ for $n\ne0$, so $V$ may be replaced by $H$ in the numerator of (1).

Each term of $H$ replaces at most two orbitals of $\Phi$. Hence the sum contains single and double excitations, and no others. Equation (1) is a sum over determinants, so the two classes add without a cross term.

## The single-excitation matrix element

Let $\Phi_i^a=c_a^\dagger c_i\Phi$. The element needed is $\langle\Phi|c_i^\dagger c_aH|\Phi\rangle$. The method is to move $c_a$ to the right until it acts on $\Phi$, where it gives zero because $a$ is empty.

For the one-body part, $c_ac_p^\dagger=\delta_{ap}-c_p^\dagger c_a$, and $c_ac_q\Phi=-c_qc_a\Phi=0$. Thus

$$\sum_{pq}h_{pq}\langle\Phi|c_i^\dagger c_ac_p^\dagger c_q|\Phi\rangle=\sum_qh_{aq}\langle\Phi|c_i^\dagger c_q|\Phi\rangle=h_{ai}.$$

For the two-body part, $c_a$ passes two creation operators:

$$c_ac_p^\dagger c_q^\dagger c_sc_r=\delta_{ap}c_q^\dagger c_sc_r-\delta_{aq}c_p^\dagger c_sc_r+c_p^\dagger c_q^\dagger c_ac_sc_r .$$

The last term gives zero on $\Phi$. The others need the expectation value

$$\langle\Phi|c_i^\dagger c_q^\dagger c_sc_r|\Phi\rangle=n_q(\delta_{ir}\delta_{qs}-\delta_{is}\delta_{qr}),$$

where $n_q$ is 1 for occupied $q$ and 0 otherwise. The two orbitals removed must be the two put back, and exchanging the annihilation operators changes the sign. With the occupied index called $j$, the two-body part becomes

$$\tfrac12\sum_j\left[\langle aj|ij\rangle-\langle aj|ji\rangle\right]-\tfrac12\sum_j\left[\langle ja|ij\rangle-\langle ja|ji\rangle\right].$$

Renaming the integration variables gives $\langle ja|ij\rangle=\langle aj|ji\rangle$ and $\langle ja|ji\rangle=\langle aj|ij\rangle$. The second sum is therefore minus the first, so with its prefactor $-\tfrac12$ the two terms are equal and add, the factor $\tfrac12$ disappears, and

$$\langle\Phi_i^a|H|\Phi\rangle=h_{ai}+\sum_j\left[\langle aj|ij\rangle-\langle aj|ji\rangle\right]\equiv f_{ai}. \tag{2}$$

The direct sum is $\langle a|v_{\rm H}|i\rangle$. The exchange sum, with its minus sign, defines the nonlocal operator $\Sigma_x$, so that $f=h+v_{\rm H}+\Sigma_x$.

## Why Brillouin's theorem fails

Orbitals $a$ and $i$ are different eigenfunctions of $h_{\rm KS}$, so $\langle a|h_{\rm KS}|i\rangle=0$. Subtracting this zero from (2) cancels $h$ and $v_{\rm H}$:

$$f_{ai}=\langle a|\Sigma_x-v_{xc}|i\rangle. \tag{3}$$

The single excitations measure how differently nonlocal exchange and the exchange-correlation potential $v_{xc}$ act between occupied and virtual orbitals. If the orbitals are eigenfunctions of $f$ itself, $f_{ai}=0$, which is Brillouin's theorem. A constant added to $v_{xc}$ has no effect on (3), since $\langle a|i\rangle=0$, nor on the gaps.

The derivation does not use locality of $v_{xc}$. For a hybrid functional with a fraction $\alpha$ of nonlocal exchange and a remaining potential $v'_{xc}$, the same subtraction gives $f_{ai}=\langle a|(1-\alpha)\Sigma_x-v'_{xc}|i\rangle$. It vanishes in the Hartree-Fock limit $\alpha=1$, $v'_{xc}=0$.

Equation (2) is safer to program than (3). It needs no integration grid, and it remains the exact matrix element if the self-consistency cycle has stopped early, provided $\Phi$ is built from the same orbitals. Its value then also contains the remaining lack of self-consistency and can lie far from the converged one, so the cycle still has to be converged. Equation (3) also requires that $v_{\rm H}$ in $h_{\rm KS}$ belong to the density of $\Phi$.

## Energy denominator and spin sum

Replacing $i$ by $a$ changes the eigenvalue of $H_0$ by $\varepsilon_a-\varepsilon_i$. The singles part of (1) is therefore

$$E_{\rm SE}=-\sum_{ia}\frac{|f_{ai}|^2}{\varepsilon_a-\varepsilon_i}\qquad\text{(spin orbitals)}. \tag{4}$$

It is never positive. The denominators are Kohn-Sham gaps, because they come from $H_0$. Diagonal elements of $f$ do not enter at this order.

In a closed shell $f$ does not mix spins, so $i$ and $a$ must have equal spin. The two spin directions contribute equally, which gives the factor 2 in the opening formula. The exchange sum in (2) includes only $j$ with the spin of $i$, half of the electrons in $\mathbf D$, which gives the factor $\tfrac12$ before $\mathbf K$. For an unrestricted determinant, evaluate (4) for each spin $\sigma$ with $\mathbf h+\mathbf J(\mathbf D^\alpha+\mathbf D^\beta)-\mathbf K(\mathbf D^\sigma)$ and add the two results without a further factor.

The steps in a closed-shell code are:

1. Converge the Kohn-Sham calculation and keep $\mathbf C$ and $\varepsilon$.
2. Build $\mathbf h+\mathbf J-\tfrac12\mathbf K$ once from $\mathbf D$, with full exchange and no $v_{xc}$.
3. Transform it with $\mathbf C$ and take the occupied-virtual block.
4. Sum $-2f_{ia}^2/(\varepsilon_a-\varepsilon_i)$.
5. Add the sum to $\langle\Phi|H|\Phi\rangle$, the nuclear repulsion and the chosen pair correlation energy.

## The double excitations and the random-phase approximation

For a double excitation the two-body operator must remove $i,j$ and create $a,b$. Four index assignments do this, equal in pairs, so the factor $\tfrac12$ cancels and the element is $\langle ab|ij\rangle-\langle ab|ji\rangle$, up to an overall sign. Let $A=\langle ab|ij\rangle$, $B=\langle ab|ji\rangle$ and $\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Summing freely over all indices counts each determinant four times. For real orbitals

$$E_{\rm D}=-\tfrac14\sum_{ijab}\frac{(A-B)^2}{\Delta}=-\tfrac12\sum_{ijab}\frac{A(A-B)}{\Delta},$$

because exchanging $i$ and $j$ turns $B^2$ into $A^2$. In a closed shell $A^2$ survives for four spin assignments and $AB$ for two. In spatial orbitals, with $(ia|jb)=\langle ab|ij\rangle$,

$$E_{\rm D}=-\sum_{ijab}\frac{(ia|jb)\left[2(ia|jb)-(ib|ja)\right]}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}. \tag{5}$$

The direct random-phase correlation energy is built from orbital gaps and the integrals $(ia|jb)$. The elements $f_{ia}$ are not among its inputs, so $E_{\rm SE}$ has to be added separately.

One condition belongs here. Equation (4) refers to the straight path $H_0+\lambda V$, along which the density may change. The adiabatic connection instead adjusts a local potential $v_\lambda$ to hold the density $n$ fixed. Its functional is $T_s+\lambda(E_{\rm H}+E_x)+E_c^\lambda$, with $T_s$ the noninteracting kinetic energy and $E_{\rm H}$ the Hartree energy. Comparing its stationarity condition with that at $\lambda=0$ gives, up to a constant,

$$v_\lambda=v_{\lambda=0}-\lambda(v_{\rm H}+v_x)-\frac{\delta E_c^\lambda}{\delta n}.$$

Since $E_c^\lambda$ starts at order $\lambda^2$, the first-order perturbation contains $v_x$, the derivative of the exact-exchange energy. The singles element on that path is $\langle a|\Sigma_x-v_x|i\rangle$, not (3). The gaps and the integrals $(ia|jb)$ are the same on both paths, because both start from the same $H_0$ and a one-body potential has no element between $\Phi$ and a double excitation. The density held fixed is then that of $\Phi$, and the path ends at the physical Hamiltonian only if this is the exact density, which is not the case for an approximate $v_{xc}$. On the fixed-density path the eigenvalue at order $\lambda^2$ also contains the expectation value in $\Phi$ of the $\lambda^2$ part of $v_\lambda$. The same amount appears in $\int v_\lambda n$, which with the functional above makes up the eigenvalue, so it drops out of $E_c^\lambda$. The $\lambda^2$ term of $E_c^\lambda$ is therefore the sum (1) over singles and doubles, and it differs from the $E^{(2)}$ of the straight path only in the singles term; (4) is the one for the straight path. Adding (4) to a random-phase energy keeps only a selection of the terms of the full energy, so the sum is an approximation.

## Meaning as a change of one-electron levels

Replace $h_{\rm KS}$ by $h_{\rm KS}+\lambda\delta$, where $\delta=f-h_{\rm KS}$ and $f$ is held fixed. For nondegenerate occupied levels, the second-order change of their sum is

$$\sum_i\sum_{q\ne i}\frac{|\delta_{qi}|^2}{\varepsilon_i-\varepsilon_q}.$$

When $q=j$ is occupied, the term for the pair $(i,j)$ cancels that for $(j,i)$, since the numerators agree and the denominators have opposite signs. What remains has $q=a$, where $\delta_{ai}=f_{ai}$, and this is (4). The singles thus describe orbitals that adjust to nonlocal exchange. The virtual part of the first-order change of $\varphi_i$ is $-\sum_a\varphi_af_{ai}/(\varepsilon_a-\varepsilon_i)$. The occupied orbitals also mix among themselves through $\delta_{ji}=f_{ji}$, but this mixing leaves the determinant unchanged at first order and, as just shown, cancels in the sum of levels.

This picture shows where the formula breaks down. For two levels separated by $g$ and coupled by $f$, with no diagonal change, the lower level moves by

$$\frac g2-\sqrt{\frac{g^2}{4}+f^2}.$$

This tends to $-f^2/g$ for $|f|\ll g$, but to $-|f|$ as $g\to0$. The second-order term diverges at fixed $f$ where the true shift stays finite. Small gaps with nonzero coupling call for a treatment beyond second order.

## Difference from relaxation to Hartree-Fock

It is tempting to equate $E_{\rm SE}$ with the energy gained when Kohn-Sham orbitals relax to Hartree-Fock orbitals. To compare them, take real closed-shell orbitals and rotate by small amounts $\kappa_{ia}$:

$$\varphi_i'=\varphi_i+\sum_a\kappa_{ia}\varphi_a-\tfrac12\sum_{ja}\kappa_{ia}\kappa_{ja}\varphi_j+\dots$$

The last term preserves orthonormality. The density matrix $D=2\sum_i|i\rangle\langle i|$ changes by

$$D_1=2\sum_{ia}\kappa_{ia}\left(|a\rangle\langle i|+|i\rangle\langle a|\right),$$
$$D_2=2\sum_{iab}\kappa_{ia}\kappa_{ib}|a\rangle\langle b|-2\sum_{ija}\kappa_{ia}\kappa_{ja}|i\rangle\langle j| .$$

The Hartree-Fock functional is ${\rm tr}\,hD+\tfrac12{\rm tr}\,D\,G(D)$ with $G=J-\tfrac12K$. Through second order it changes by ${\rm tr}f(D_1+D_2)+\tfrac12{\rm tr}D_1G(D_1)$. The first trace gives $4\sum\kappa_{ia}f_{ia}$ from $D_1$, and the orbital-energy terms of $M$ below from $D_2$. In the last trace, the Coulomb part is $\tfrac12\cdot4\cdot4=8$ times $\kappa_{ia}\kappa_{jb}(ia|jb)$. The exchange part is $-\tfrac14\cdot2\cdot2\cdot2=-2$ times $\kappa_{ia}\kappa_{jb}[(ij|ab)+(ib|ja)]$. Together,

$$\delta E=4\,f\cdot\kappa+2\,\kappa\cdot M\kappa,$$
$$M_{ia,jb}=f_{ab}\delta_{ij}-f_{ij}\delta_{ab}+4(ia|jb)-(ib|ja)-(ij|ab).$$

If $M$ is positive definite, the minimum is at $\kappa=-M^{-1}f$, with

$$\delta E_{\min}=-4f\cdot M^{-1}f+2f\cdot M^{-1}f=-2\,f\cdot M^{-1}f. \tag{6}$$

Replacing $M$ by the diagonal matrix of Kohn-Sham gaps turns (6) into $E_{\rm SE}$. The singles energy thus omits both the Hartree-Fock level differences and the response of the mean field.

## Worked example: LiH

The bond length is set to 3.0 bohr, the functional is PBE and the basis is 6-31G. There are 11 spatial orbitals, 2 of them occupied, and all four electrons are correlated. The largest $|f_{ia}|$ is 0.0185 hartree with PBE orbitals. With converged Hartree-Fock orbitals it is $6\times10^{-9}$ hartree, a residue of finite convergence.

Both occupied orbitals are symmetric about the bond axis, so the four $\pi$ virtual orbitals do not couple. The other five give the terms below, in hartree. A finer integration grid for PBE moves the couplings by up to $8\times10^{-6}$ hartree, the gaps by up to $2\times10^{-5}$ hartree and the PBE total energy by $1\times10^{-6}$ hartree; it leaves the singles total unchanged to the digits given.

| $i\to a$ | $\lvert f_{ia}\rvert$ | gap | $-2f_{ia}^2/$gap |
|---|---|---|---|
| 1→3 | 0.014598 | 1.815010 | −0.000235 |
| 1→6 | 0.000108 | 1.941532 | −0.000000 |
| 1→9 | 0.017817 | 1.993359 | −0.000318 |
| 1→10 | 0.016501 | 2.088513 | −0.000261 |
| 1→11 | 0.003778 | 2.874486 | −0.000010 |
| 2→3 | 0.008311 | 0.108426 | −0.001274 |
| 2→6 | 0.002159 | 0.234948 | −0.000040 |
| 2→9 | 0.002505 | 0.286775 | −0.000044 |
| 2→10 | 0.002985 | 0.381930 | −0.000047 |
| 2→11 | 0.018451 | 1.167902 | −0.000583 |

For the largest term, $-2(0.008311)^2/0.108426=-0.001274$ hartree. Its coupling is less than half that of 2→11, but its gap is almost eleven times smaller. Orbital 1, the lithium core, supplies $-0.000824$ hartree and orbital 2 supplies $-0.001987$ hartree. A frozen-core sum would lose the first part. The total is

$$E_{\rm SE}=-0.002811\ \text{hartree}=-0.0765\ \text{eV}.$$

The doubles (5) give $-0.027133$ hartree, so $E^{(2)}=-0.029944$ hartree. The same value follows without (4) or (5) from the lowest eigenvalue of $H_0+\lambda V$ in the space of all 3025 determinants: half its second derivative at $\lambda=0$, taken by five-point central differences, is $E^{(2)}$.

The base energy $\langle\Phi|H|\Phi\rangle$, with nuclear repulsion, is $-7.977026$ hartree; the PBE total energy is $-8.039178$ hartree. Adding $E^{(2)}$ to the base gives $-8.006970$ hartree. This lies 0.0088 hartree below the full configuration-interaction energy in the same basis, $-7.998142$ hartree. Second-order theory is not variational, and here it overshoots: including the singles completes the second order but does not make it accurate. With the doubles alone the sum is $-8.004159$ hartree, already 0.0060 hartree below that value, and the singles move it further away. The full configuration-interaction value is exact only within this basis, and it omits relativity and nuclear motion.

The Hartree-Fock energy is $-7.979178$ hartree, so relaxing the PBE orbitals gains 0.002151 hartree. The quadratic estimate (6) gives 0.002127 hartree, about 1 percent less. The magnitude of $E_{\rm SE}$ is 31 percent larger than the true gain. The excess is 32 percent in cc-pVDZ and 28 percent in cc-pVTZ, but it depends on geometry: at 6.0 bohr in 6-31G the magnitude is 2.6 times the gain. Since $E_{\rm SE}$ and (6) differ only in the replacement of $M$ by Kohn-Sham gaps, that replacement accounts for the excess over the quadratic estimate. The two omitted parts act in opposite directions here: keeping only $f_{ab}\delta_{ij}-f_{ij}\delta_{ab}$ in $M$ gives 0.001567 hartree, and the two-electron terms raise this to 0.002127 hartree.
